# Electrostatic Layer Correction: Linear-Cost Derivation and Gap-Dependent Error Bound: a numerical check

```python
"""Electrostatic layer correction (ELC) for a neutral slab periodic in x and y.

Result under test (C = e^2/(4 pi eps0), charges in e, lengths in angstrom, eV):
  E_2D = E_3D + 2 pi C M^2 / V - E_lc
  E_lc = (2 pi C / A) sum_{k != 0} Re[S+ conj(S-)] / (k (exp(k Lz) - 1))
  S+-(k) = sum_i q_i exp(i k.rho_i +- k z_i)
E_2D: energy of the single slab; E_3D: tinfoil Ewald energy in a cell of height
Lz = h + g (h slab thickness, g gap); M = sum q_i z_i; A = Lx Ly; V = A Lz.
Omitting every |k| >= K (K >= d) gives an error of at most
  C Q^2 c_K exp(-K g) [2 d + (1 + d/K)/g],   Q = sum |q_i|,
  c_K = (1 + exp(-K h))^2 / (4 (1 - exp(-K Lz))),
  d = pi sqrt(1/Lx^2 + 1/Ly^2).
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import erfc

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10   # eV angstrom
SIDE = 10.0
THICK = 4.0
charges = np.array([1, 1, 1, 1, -1, -1, -1, -1], dtype=float)
positions = np.array([[1.0, 1.0, 0.0], [6.0, 3.0, 1.0],
                      [3.0, 8.0, 2.5], [8.0, 9.0, 4.0],
                      [3.5, 2.0, 0.5], [8.5, 5.0, 3.0],
                      [1.0, 6.0, 1.5], [5.5, 9.5, 1.0]])
AREA = SIDE**2
K_MIN = 2 * np.pi / SIDE
Q_ABS = np.abs(charges).sum()


def lattice_sum(q, pos, z_shift=0.0):
    """Half the interaction of one cell with a layer displaced by z_shift.

    Sums over square blocks of cells; the remainder of a neutral cell runs in
    odd inverse powers of the block half-width, which are eliminated."""
    blocks = np.array([20, 40, 60, 80])
    n = np.arange(-blocks[-1], blocks[-1] + 1)
    nx, ny = np.meshgrid(n, n, indexing="ij")
    shell = np.maximum(abs(nx), abs(ny))
    total = np.zeros(nx.shape)
    for i in range(len(q)):
        for j in range(len(q)):
            dx, dy, dz = pos[i] - pos[j]
            dist = np.sqrt((dx + nx * SIDE)**2 + (dy + ny * SIDE)**2
                           + (dz + z_shift)**2)
            if i == j and z_shift == 0.0:
                dist[blocks[-1], blocks[-1]] = np.inf
            total += q[i] * q[j] / dist
    partial = np.array([total[shell <= b].sum() for b in blocks])
    width = (blocks + 0.5) / blocks[0]
    matrix = np.column_stack([width**(-float(p)) for p in (0, 1, 3, 5)])
    return 0.5 * COULOMB * np.linalg.solve(matrix, partial)[0]


def ewald_3d(q, pos, lz, alpha=0.5):
    """Tinfoil Ewald energy of the three-dimensional periodic cell."""
    box = np.array([SIDE, SIDE, lz])
    reach = [int(np.ceil(7 / alpha / b)) + 1 for b in box]
    cells = np.stack(np.meshgrid(*[np.arange(-m, m + 1) for m in reach],
                                 indexing="ij"), -1).reshape(-1, 3) * box
    real = 0.0
    for i in range(len(q)):
        for j in range(len(q)):
            r = np.linalg.norm(pos[i] - pos[j] + cells, axis=1)
            r = r[r > 1e-9]
            real += 0.5 * q[i] * q[j] * np.sum(erfc(alpha * r) / r)
    reach = [int(12 * alpha * b / (2 * np.pi)) + 1 for b in box]
    g = np.stack(np.meshgrid(*[np.arange(-m, m + 1) for m in reach],
                             indexing="ij"), -1).reshape(-1, 3)
    g = g * 2 * np.pi / box
    g2 = np.sum(g**2, axis=1)
    g, g2 = g[g2 > 1e-12], g2[g2 > 1e-12]
    structure = np.exp(1j * g @ pos.T) @ q
    recip = 2 * np.pi / (AREA * lz) * np.sum(
        np.exp(-g2 / (4 * alpha**2)) / g2 * abs(structure)**2)
    return COULOMB * (real + recip - alpha / np.sqrt(np.pi) * np.sum(q**2))


def plane_vectors(low, high, lx=SIDE, ly=SIDE):
    """In-plane reciprocal vectors with low <= |k| < high, without k = 0."""
    mx, my = [int(high * s / (2 * np.pi)) + 1 for s in (lx, ly)]
    kx, ky = np.meshgrid(np.arange(-mx, mx + 1) * 2 * np.pi / lx,
                         np.arange(-my, my + 1) * 2 * np.pi / ly,
                         indexing="ij")
    k = np.column_stack([kx.ravel(), ky.ravel()])
    size = np.linalg.norm(k, axis=1)
    keep = (size > 1e-9) & (size >= low - 1e-9) & (size < high - 1e-9)
    return k[keep], size[keep]


def elc_energy(q, pos, lz, low, high):
    """Layer energy from one-particle sums (order N per vector)."""
    k, size = plane_vectors(low, high)
    z = pos[:, 2] - THICK / 2
    phase = np.exp(1j * k @ pos[:, :2].T)
    s_plus = (phase * np.exp(np.outer(size, z))) @ q
    s_minus = (phase * np.exp(-np.outer(size, z))) @ q
    weight = 1 / (size * np.expm1(size * lz))
    return 2 * np.pi * COULOMB / AREA * np.sum(
        weight * (s_plus * s_minus.conj()).real)


def elc_gradient(q, pos, lz, high):
    """Gradient of the layer energy, also order N per vector."""
    k, size = plane_vectors(0, high)
    z = pos[:, 2] - THICK / 2
    phase = np.exp(1j * k @ pos[:, :2].T) * q
    e_plus = phase * np.exp(np.outer(size, z))
    e_minus = phase * np.exp(-np.outer(size, z))
    a = e_plus * e_minus.sum(1).conj()[:, None]
    b = e_minus * e_plus.sum(1).conj()[:, None]
    weight = 2 * np.pi * COULOMB / AREA / (size * np.expm1(size * lz))
    in_plane = (1j * (a + b)).real.T @ (weight[:, None] * k)
    normal = (a - b).real.T @ (weight * size)
    return np.column_stack([in_plane, normal])


def error_bound(cut, gap, q_abs, lx=SIDE, ly=SIDE):
    d = np.pi * np.hypot(1 / lx, 1 / ly)
    assert cut >= d
    c = (1 + np.exp(-cut * THICK))**2 / (
        4 * (1 - np.exp(-cut * (THICK + gap))))
    return COULOMB * q_abs**2 * c * np.exp(-cut * gap) * (
        2 * d + (1 + d / cut) / gap)


def full_range(gap):
    return K_MIN + 40 / gap


def dipole_term(q, pos, lz):
    return 2 * np.pi * COULOMB * (q @ pos[:, 2])**2 / (AREA * lz)


# Inputs
assert abs(charges.sum()) < 1e-14
moment = charges @ positions[:, 2]
print(f"Coulomb constant C = {COULOMB:.5f} eV angstrom")
print(f"cell side = {SIDE:.1f}, slab thickness h = {THICK:.1f} angstrom")
print("charge (e) and position x, y, z (angstrom):")
for q_i, r_i in zip(charges, positions):
    print(f"  {q_i:+.0f}  {r_i[0]:.1f} {r_i[1]:.1f} {r_i[2]:.1f}")
print(f"M = {moment:.2f} e angstrom, Q = {Q_ABS:.0f} e")
print(f"k_min = {K_MIN:.4f}, d = {np.pi * np.sqrt(2) / SIDE:.4f} 1/angstrom")

# Kernel identities: explicit series over z wave numbers against closed forms
lz, k_test, z_test = 8.0, 0.7, 1.3
wave = 2 * np.pi * np.arange(1, 400001) / lz
series = 4 * np.pi / lz * (1 / k_test**2 + 2 * np.sum(
    np.cos(wave * z_test) / (k_test**2 + wave**2)))
closed = 2 * np.pi / k_test * (np.exp(-k_test * z_test) + 2 * np.cosh(
    k_test * z_test) / np.expm1(k_test * lz))
assert abs(series - closed) < 1e-8
series0 = 8 * np.pi / lz * np.sum(np.cos(wave * z_test) / wave**2)
closed0 = 2 * np.pi * (-z_test + z_test**2 / lz + lz / 6)
assert abs(series0 - closed0) < 1e-8

# Ewald energy must not depend on its splitting parameter
assert abs(ewald_3d(charges, positions, 8.0, 0.5)
           - ewald_3d(charges, positions, 8.0, 0.6)) < 1e-9

# Main identity at several gaps
slab_energy = lattice_sum(charges, positions)
print(f"E_2D by real-space lattice sum = {slab_energy:.6f} eV")
print("gap (angstrom); E_3D, dipole term, E_lc, corrected E (eV):")
residual, layer_energy = {}, {}
for gap in (2.0, 4.0, 8.0, 12.0, 16.0, 20.0):
    lz = THICK + gap
    e3d = ewald_3d(charges, positions, lz)
    dip = dipole_term(charges, positions, lz)
    elc = elc_energy(charges, positions, lz, 0, full_range(gap))
    assert abs(e3d + dip - elc - slab_energy) < 1e-6
    residual[gap] = e3d + dip - slab_energy
    layer_energy[gap] = elc
    print(f"  {gap:4.0f} {e3d:11.6f} {dip:9.6f} {elc:10.3e}"
          f" {e3d + dip - elc:11.6f}")

print("gap (angstrom); bound on |E_lc| (eV), no vectors kept:")
for gap, elc in layer_energy.items():
    limit = error_bound(K_MIN, gap, Q_ABS)
    assert abs(elc) <= limit
    print(f"  {gap:4.0f} {limit:.3e}")
rate = -np.log(abs(residual[20.0] / residual[16.0])) / 4
assert abs(rate / K_MIN - 1) < 0.03
print(f"decay rate of residual, gap 16 to 20 = {rate:.4f} 1/angstrom")

# Image layers summed in real space, and the pair form, at gap 4
gap, lz = 4.0, 8.0
layers = [2 * lattice_sum(charges, positions, n * lz) for n in (1, 2, 3)]
assert abs(sum(layers) - layer_energy[gap]) < 1e-6
print(f"gap 4: image layers n=+-1: {layers[0]:.6f} eV,"
      f" n=+-2: {layers[1]:.6f} eV")
k_vec, k_len = plane_vectors(0, full_range(gap))
pair_sum = 0.0
for i in range(len(charges)):
    for j in range(len(charges)):
        sep = positions[i] - positions[j]
        pair_sum += charges[i] * charges[j] * np.sum(
            np.cos(k_vec @ sep[:2]) * np.cosh(k_len * sep[2])
            / (k_len * np.expm1(k_len * lz)))
pair_sum *= 2 * np.pi * COULOMB / AREA
assert abs(pair_sum - layer_energy[gap]) < 1e-9

# Forces: finite differences of the defining energies against the formula
mover, step = 1, 0.01
gradient = elc_gradient(charges, positions, lz, full_range(gap))[mover]
dipole_force = -4 * np.pi * COULOMB * charges[mover] * moment / (AREA * lz)
for axis in (0, 2):
    diff = []
    for sign in (1, -1):
        moved = positions.copy()
        moved[mover, axis] += sign * step
        diff.append(lattice_sum(charges, moved) - ewald_3d(charges, moved, lz))
    numeric = -(diff[0] - diff[1]) / (2 * step)
    formula = gradient[axis] + (dipole_force if axis == 2 else 0.0)
    assert abs(numeric - formula) < 1e-5
print(f"gap 4, charge 2: z force, dipole part {dipole_force:.5f},"
      f" layer part {gradient[2]:.5f} eV/angstrom")

# Tail bound against explicit worst-case sums, square and rectangular cells
worst_ratio = 0.0
for lx, ly in ((10.0, 10.0), (8.0, 12.0)):
    for gap in (1.0, 2.0, 4.0, 8.0, 16.0):
        for factor in (1.0, 1.2, np.sqrt(2), 2.0, 2.7, 4.0):
            cut = factor * 2 * np.pi / max(lx, ly)
            _, size = plane_vectors(cut, cut + 40 / gap, lx, ly)
            tail = 2 * np.pi * COULOMB / (lx * ly) * Q_ABS**2 * np.sum(
                np.cosh(size * THICK / 2)**2
                / (size * np.expm1(size * (THICK + gap))))
            ratio = tail / error_bound(cut, gap, Q_ABS, lx, ly)
            assert ratio <= 1
            worst_ratio = max(worst_ratio, ratio)
print(f"largest worst-case tail / bound = {worst_ratio:.3f}")

# A neutral arrangement that saturates the leading mode
q_sat = np.array([1.0, 1.0, -1.0, -1.0])
r_sat = np.array([[0, 0, 0], [0, 0, THICK],
                  [SIDE / 2, 0, 0], [SIDE / 2, 0, THICK]], dtype=float)
z_sat = r_sat[:, 2] - THICK / 2
wave_x = np.exp(1j * K_MIN * r_sat[:, 0])
mode = (np.sum(q_sat * wave_x * np.exp(K_MIN * z_sat))
        * np.sum(q_sat * wave_x * np.exp(-K_MIN * z_sat)).conj()).real
assert abs(mode / (16 * np.cosh(K_MIN * THICK / 2)**2) - 1) < 1e-12
e_sat = elc_energy(q_sat, r_sat, 12.0, 0, full_range(8.0))
b_sat = error_bound(K_MIN, 8.0, 4.0)
assert abs(e_sat) <= b_sat
print(f"saturating 4 charges, gap 8: E_lc = {e_sat:.4e} eV,"
      f" bound = {b_sat:.4e} eV")

# Truncation error against cutoff and gap
print("gap (angstrom), K/k_min; truncation error, bound (eV):")
for gap in (4.0, 8.0):
    for multiple in (2, 3, 4):
        cut = multiple * K_MIN
        kept = elc_energy(charges, positions, THICK + gap, 0, cut)
        error = abs(layer_energy[gap] - kept)
        limit = error_bound(cut, gap, Q_ABS)
        assert error <= limit
        print(f"  {gap:3.0f} {multiple:2d}  {error:.2e}  {limit:.2e}")

# Cutoff chosen in advance from the bound
target = 1e-6
print(f"target {target:.0e} eV: gap (angstrom), K (1/angstrom),"
      " vectors, error (eV):")
for gap in (2.0, 4.0, 8.0, 16.0):
    cut = brentq(lambda x: np.log(error_bound(x, gap, Q_ABS) / target),
                 K_MIN, 60 / gap)
    count = len(plane_vectors(0, cut)[1])
    error = abs(elc_energy(charges, positions, THICK + gap,
                           cut, cut + 40 / gap))
    assert error <= target * (1 + 1e-9)
    print(f"  {gap:3.0f} {cut:7.3f} {count:5d}  {error:.1e}")

print("done: every assertion held")
```

Running it gives:

```
Coulomb constant C = 14.39965 eV angstrom
cell side = 10.0, slab thickness h = 4.0 angstrom
charge (e) and position x, y, z (angstrom):
  +1  1.0 1.0 0.0
  +1  6.0 3.0 1.0
  +1  3.0 8.0 2.5
  +1  8.0 9.0 4.0
  -1  3.5 2.0 0.5
  -1  8.5 5.0 3.0
  -1  1.0 6.0 1.5
  -1  5.5 9.5 1.0
M = 1.50 e angstrom, Q = 8 e
k_min = 0.6283, d = 0.4443 1/angstrom
E_2D by real-space lattice sum = -21.114526 eV
gap (angstrom); E_3D, dipole term, E_lc, corrected E (eV):
     2  -21.125580  0.339284  3.282e-01  -21.114526
     4  -21.285152  0.254463  8.384e-02  -21.114526
     8  -21.278075  0.169642  6.093e-03  -21.114526
    12  -21.241297  0.127231  4.606e-04  -21.114526
    16  -21.216275  0.101785  3.625e-05  -21.114526
    20  -21.199344  0.084821  2.905e-06  -21.114526
gap (angstrom); bound on |E_lc| (eV), no vectors kept:
     2 1.366e+02
     4 2.888e+01
     8 1.948e+00
    12 1.475e-01
    16 1.154e-02
    20 9.144e-04
decay rate of residual, gap 16 to 20 = 0.6310 1/angstrom
gap 4: image layers n=+-1: 0.083373 eV, n=+-2: 0.000461 eV
gap 4, charge 2: z force, dipole part -0.33928, layer part 0.06116 eV/angstrom
largest worst-case tail / bound = 0.550
saturating 4 charges, gap 8: E_lc = 1.0261e-01 eV, bound = 4.8692e-01 eV
gap (angstrom), K/k_min; truncation error, bound (eV):
    4  2  9.32e-03  1.88e+00
    4  3  2.86e-04  1.47e-01
    4  4  1.73e-05  1.17e-02
    8  2  7.62e-05  1.06e-02
    8  3  8.06e-08  6.80e-05
    8  4  7.72e-11  4.42e-07
target 1e-06 eV: gap (angstrom), K (1/angstrom), vectors, error (eV):
    2   9.800   760  2.6e-09
    4   4.851   184  1.6e-10
    8   2.411    44  7.7e-11
   16   1.203     8  3.5e-09
done: every assertion held
```
